# Phosphorus Fraction of Electroless Nickel-Phosphorus from Parallel Channels with Different pH Orders

**Q:** An electroless bath has no external current. How can you speak of separate nickel and phosphorus currents, and which reactions do you assign to them?

**A:** The metal surface carries oxidation and reduction at the same time. Their net current is zero, but the partial currents are not. I use three half-reactions:

$$\mathrm{Ni^{2+}+2e^-\to Ni},$$

$$\mathrm{H_2PO_2^-+2H^++e^-\to P+2H_2O},$$

$$\mathrm{H_2PO_2^-+H_2O\to H_2PO_3^-+2H^++2e^-}.$$

The second balances in charge, since $-1+2-1=0$, and has four hydrogen and two oxygen atoms on each side. The third supplies electrons. A fourth reaction, hydrogen evolution, consumes some of them without adding to the deposit.

I write all partial currents as positive magnitudes per unit area: $i_{\rm Ni}$, $i_{\rm P}$ and $i_{\rm H}$ for the cathodic channels, $i_a$ for the anodic one. Hydrogen formed chemically from P–H bonds carries no net electrons and does not enter $i_{\rm H}$.

**Q:** Then the phosphorus fraction should be $i_{\rm P}/(i_{\rm P}+i_{\rm Ni})$.

**A:** That is a fraction of current, not of atoms. A nickel atom needs two electrons and a phosphorus atom needs one. With $F$ the Faraday constant, the molar deposition rates are

$$r_{\rm Ni}=\frac{i_{\rm Ni}}{2F},\qquad r_{\rm P}=\frac{i_{\rm P}}{F}.$$

If all the reduced nickel and phosphorus stays in the deposit, the atomic ratio P/Ni is

$$\rho=\frac{r_{\rm P}}{r_{\rm Ni}}=\frac{i_{\rm P}}{F}\,\frac{2F}{i_{\rm Ni}}=\frac{2i_{\rm P}}{i_{\rm Ni}}.$$

The atomic fraction $x$ and the mass fraction $w$ follow by counting and by weighing:

$$x=\frac{r_{\rm P}}{r_{\rm P}+r_{\rm Ni}}=\frac{\rho}{1+\rho},\qquad w=\frac{\rho M_{\rm P}}{\rho M_{\rm P}+M_{\rm Ni}}.$$

Take a model bath at 90 °C and pH 5 with chosen currents $i_{\rm Ni}=10$, $i_{\rm P}=1$ and $i_{\rm H}=9$ mA/cm². Then $\rho=2\times1/10=0.20$ and $x=0.20/1.20=0.167$. With molar masses 30.974 and 58.693 g/mol,

$$w=\frac{0.20\times30.974}{0.20\times30.974+58.693}=0.095.$$

The deposit holds 16.7 at.% or 9.5 wt.% phosphorus, while phosphorus takes 9.1 % of the combined Ni and P current. The last two numbers are close only because $2M_{\rm P}$ happens to lie near $M_{\rm Ni}$; they are different quantities.

**Q:** Where does pH enter? The phosphorus reaction consumes two protons and the nickel reaction none. Is the ratio not simply proportional to the square of the proton activity?

**A:** Stoichiometry counts protons over the whole reaction. A kinetic order describes how the rate responds to proton activity, and that depends on the mechanism. Suppose hypophosphite is protonated in a fast equilibrium, and the protonated form is then reduced slowly. With $h$ the proton activity and $K$ the dissociation constant, the protonated fraction is $\theta=h/(h+K)$. At fixed potential and fixed total hypophosphite the rate is proportional to $\theta$, so its order is

$$\frac{d\ln\theta}{d\ln h}=1-\frac{h}{h+K}=\frac{K}{h+K}.$$

This lies between one, for $h\ll K$, and zero, for $h\gg K$, although the complete reaction still consumes two protons. The example shows only that order and stoichiometry differ. Hypophosphorous acid is fairly strong, with a pK near 1, so in a bath at pH 4 to 6 this mechanism would give an order close to one. A smaller order there needs another mechanism and has to be measured.

I therefore define $m_j$ as the order of cathodic channel $j$ in $h$ at fixed electrode potential. "Fixed" means relative to a reference electrode whose potential does not depend on the bath pH. On a reversible-hydrogen scale the zero moves with pH, and the same data would give different orders.

**Q:** What rate laws do you then use?

**A:** Let the subscript 0 mark the reference bath, and define

$$\ell=\ln\frac{h}{h_0}=-\ln10\,(\mathrm{pH}-\mathrm{pH}_0),\qquad u=\frac{F(E-E_0)}{RT}.$$

Here $E_0$ is the mixed potential of the reference bath. A more positive potential slows reduction and speeds oxidation, so in a limited pH window I write

$$i_j=i_{j0}\,e^{m_j\ell-\beta_ju},\qquad j=\mathrm{Ni,P,H},$$

$$i_a=i_{a0}\,e^{-q\ell+\beta_a u}.$$

The potential coefficients $\beta_j$ and $\beta_a$ are positive. A positive $q$ means that hypophosphite oxidation is faster at higher pH.

These laws assume kinetic control, negligible reverse reactions, fixed temperature, and fixed free $\mathrm{Ni^{2+}}$ and hypophosphite at the surface. The activity $h$ is also the surface value. With the currents chosen here the half-reactions release more protons than they consume, so the bulk pH can stand for the surface pH only if the bath is well buffered. The constant orders are a model, not a consequence of the half-reactions. The independence of the phosphorus channel is also an idealisation. From standard potentials at 25 °C, with 0.25 M hypophosphite and 0.05 M phosphite, the equilibrium potential for depositing elemental white phosphorus lies roughly 0.2 to 0.3 V negative of that for hypophosphite oxidation at pH 4 to 6, so no single potential drives both. Phosphorus can deposit only at low activity, bound in the nickel alloy, and in a real bath its rate is therefore tied to the nickel channel.

**Q:** Put them into the ratio. Does the potential cancel?

**A:** In general it does not. Substitution gives

$$\rho=\frac{2i_{\rm P0}}{i_{\rm Ni0}}\,\frac{e^{m_{\rm P}\ell-\beta_{\rm P}u}}{e^{m_{\rm Ni}\ell-\beta_{\rm Ni}u}}.$$

With $\rho_0=2i_{\rm P0}/i_{\rm Ni0}$, the logarithm is

$$\ln\rho=\ln\rho_0+(m_{\rm P}-m_{\rm Ni})\ell-(\beta_{\rm P}-\beta_{\rm Ni})u(\ell).$$

The second term is the direct effect of acidity at fixed potential. The third appears because the bath chooses a new potential when its pH changes. It vanishes if $\beta_{\rm P}=\beta_{\rm Ni}$, whatever the potential does.

**Q:** Take that simple case first. What is the composition as a function of pH?

**A:** Set $n=m_{\rm P}-m_{\rm Ni}$. Since $e^{n\ell}=10^{-n(\mathrm{pH}-\mathrm{pH}_0)}$,

$$\rho=\rho_0\,10^{-n(\mathrm{pH}-\mathrm{pH}_0)}.$$

Now $x=1/(1+1/\rho)$ and $1/\rho_0=(1-x_0)/x_0$, so

$$x=\left[1+\frac{1-x_0}{x_0}\,10^{\,n(\mathrm{pH}-\mathrm{pH}_0)}\right]^{-1}.$$

This is a logistic curve. For the mass fraction, $w/(1-w)=\rho M_{\rm P}/M_{\rm Ni}$, while $x/(1-x)=\rho$. Therefore

$$\ln\frac{w}{1-w}=\ln\frac{x}{1-x}+\ln\frac{M_{\rm P}}{M_{\rm Ni}}.$$

The molar masses shift the curve but leave its logit slope unchanged.

For the example I choose the illustrative values $m_{\rm P}=0.3$, $m_{\rm Ni}=0.1$ and all $\beta=0.5$, hence $n=0.2$. They are not derived from the protonation mechanism above. At pH 4, $\rho=0.20\times10^{0.2}=0.317$, which gives $x=0.317/1.317=0.241$ and 14.3 wt.% phosphorus. At pH 6, $\rho=0.20\times10^{-0.2}=0.126$, giving 11.2 at.% and 6.2 wt.%.

If the stoichiometric number 2 were put in place of $m_{\rm P}=0.3$, the difference would be $n=1.9$. The same model would then give 89 wt.% phosphorus at pH 4 and 0.13 wt.% at pH 6. The choice of order is thus a strong physical statement.

**Q:** You have avoided the potential only by choosing equal coefficients. What fixes it otherwise?

**A:** Charge conservation. Reduction removes electrons from the metal and raises $E$; oxidation leaves electrons behind and lowers it. For double-layer capacitance $C$ per unit area,

$$C\frac{dE}{dt}=i_{\rm Ni}+i_{\rm P}+i_{\rm H}-i_a.$$

The steady mixed potential makes the right side zero. At fixed pH, the derivative of that right side with respect to $u$ is

$$-\sum_j\beta_ji_j-\beta_ai_a<0.$$

The right side falls from large positive values at very negative $u$ to large negative values at very positive $u$. It therefore crosses zero once. Below the crossing $E$ rises and above it $E$ falls, so the steady state is stable.

Near the root, $i_a=\sum_ji_j$. With the current shares $s_j=i_j/i_a$, the relaxation time is

$$\tau=\frac{C\,RT/F}{i_a\left(\beta_a+\sum_js_j\beta_j\right)}.$$

At pH 5 in the equal-coefficient bath, $C=20$ µF/cm², $RT/F=31.3$ mV and $i_a=20$ mA/cm², while the bracket is 1. Hence $\tau\approx3\times10^{-5}$ s. The potential settles long before a deposit of measurable thickness has grown.

**Q:** How far does this potential move with pH?

**A:** Differentiate the balance $i_a=\sum_ji_j$ with respect to $\ell$, and write $u'=du/d\ell$. Each exponential returns its own current times the derivative of its exponent:

$$i_a(-q+\beta_au')=\sum_ji_j(m_j-\beta_ju').$$

Division by $i_a$ gives

$$-q+\beta_au'=\sum_js_jm_j-u'\sum_js_j\beta_j.$$

Collecting the terms in $u'$ on the left,

$$u'\left(\beta_a+\sum_js_j\beta_j\right)=q+\sum_js_jm_j,$$

so that

$$u'=\frac{q+\sum_js_jm_j}{\beta_a+\sum_js_j\beta_j}.$$

The shares at pH 5 are $0.50$, $0.05$ and $0.45$ for Ni, P and H. With the chosen $m_{\rm H}=0.5$ and $q=0.3$,

$$u'=\frac{0.3+0.50(0.1)+0.05(0.3)+0.45(0.5)}{0.5+0.5}=0.59.$$

Since $d\ell/d\mathrm{pH}=-\ln10$,

$$\frac{dE}{d\mathrm{pH}}=-\ln10\,\frac{RT}{F}\,u'=-42.5\ \mathrm{mV}$$

per pH unit. Raising the pH makes the mixed potential more negative, because oxidation is helped while the cathodic channels are, on average, hindered.

**Q:** You gave nickel a positive proton order. Must its deposition rate then fall when pH rises?

**A:** At fixed potential it must, but the working bath does not hold its potential fixed. The order seen in the working bath is

$$n_j=\frac{d\ln i_j}{d\ell}=m_j-\beta_ju'.$$

For nickel at pH 5 this is $0.1-0.5\times0.59=-0.195$. The negative sign means faster deposition at higher pH. For phosphorus it is $0.3-0.5\times0.59=0.005$, almost zero.

In this model the phosphorus fraction therefore falls near pH 5 because nickel speeds up, not because phosphorus deposition slows appreciably. The same holds over the wider window. The nickel rate rises from 31.5 nmol/(cm² s) at pH 4 to 77.4 at pH 6. Multiplying by $\rho$ gives phosphorus rates of about 10.0 and 9.8, compared with 10.4 at pH 5. This near constancy depends on the chosen hydrogen share. With $i_{\rm H}=1$ and $i_a=12$ mA/cm² at pH 5, $u'=0.45$, and the phosphorus rate falls from 12.0 at pH 4 to 8.6 at pH 6 while nickel rises from 38.0 to 68.1.

**Q:** Now let the two potential coefficients differ. Can the potential alter the trend in composition too?

**A:** Subtract the two working orders:

$$n=\frac{d\ln\rho}{d\ell}=n_{\rm P}-n_{\rm Ni}=m_{\rm P}-m_{\rm Ni}-(\beta_{\rm P}-\beta_{\rm Ni})u'.$$

This is the general local result. For $n>0$ the phosphorus content falls as pH rises; for $n<0$ it rises.

Change only $\beta_{\rm P}$, from 0.5 to 0.7. The denominator of $u'$ becomes $1+0.05\times0.2=1.01$, so $u'=0.59/1.01=0.584$ and

$$n=0.2-0.2\times0.584=0.083.$$

The more negative potential at higher pH now favours phosphorus over nickel and cancels more than half of the direct pH effect. The composition runs from 11.1 wt.% at pH 4 to 7.9 wt.% at pH 6, a narrower range than before.

For $\beta_{\rm P}=1.0$ the denominator is $1.025$, $u'=0.576$, and $n=0.2-0.5\times0.576=-0.088$. The trend has reversed: phosphorus rises from 7.6 wt.% at pH 4 to 10.9 wt.% at pH 6.

The change of sign at pH 5 can be located. With $b=\beta_{\rm P}-\beta_{\rm Ni}$, the condition $n=0$ reads

$$0.2=b\,\frac{0.59}{1+0.05b}.$$

Multiplying out gives $0.2+0.01b=0.59b$, so $b=0.2/0.58=0.34$. A phosphorus coefficient above about 0.84 reverses the local trend in this bath.

**Q:** Hydrogen evolution takes nearly half the electrons. Surely more of it must starve phosphorus, whatever the coefficients?

**A:** It slows both deposition channels, but their ratio changes only through the potential. Let the prefactor $i_{\rm H0}$ vary at fixed pH. Differentiating the balance with respect to $\ln i_{\rm H0}$ gives

$$\beta_a\frac{\partial u}{\partial\ln i_{\rm H0}}=s_{\rm H}-\frac{\partial u}{\partial\ln i_{\rm H0}}\sum_js_j\beta_j,$$

$$\frac{\partial u}{\partial\ln i_{\rm H0}}=\frac{s_{\rm H}}{\beta_a+\sum_js_j\beta_j}>0.$$

More hydrogen evolution makes the potential more positive. The ratio responds as

$$\frac{\partial\ln\rho}{\partial\ln i_{\rm H0}}=-(\beta_{\rm P}-\beta_{\rm Ni})\frac{s_{\rm H}}{\beta_a+\sum_js_j\beta_j}.$$

It is zero for equal coefficients and negative for $\beta_{\rm P}>\beta_{\rm Ni}$.

Triple the hydrogen prefactor at pH 5, with all coefficients equal to 0.5. The balance is $20e^{0.5u}=(10+1+27)e^{-0.5u}$, hence $e^u=38/20=1.9$. The nickel rate falls from 51.8 to $51.8/\sqrt{1.9}=37.6$ nmol/(cm² s), but the deposit remains at 9.5 wt.% phosphorus. With $\beta_{\rm P}=0.7$ the same change lowers the content to 8.5 wt.%.

This argument holds the surface pH fixed. If hydrogen evolution changes the surface pH or stirs the solution, those effects must be added.

**Q:** Could I find $n$ by plotting the logarithm of the phosphorus fraction against pH?

**A:** Not directly, because a fraction saturates. From $x=\rho/(1+\rho)$,

$$\frac{dx}{d\ln\rho}=\frac{\rho}{(1+\rho)^2}=x(1-x).$$

Together with $d\ln\rho/d\mathrm{pH}=-n\ln10$ this gives

$$\frac{dx}{d\mathrm{pH}}=-\ln10\,n\,x(1-x),\qquad \frac{d\ln x}{d\ell}=n(1-x).$$

At pH 5 in the equal-coefficient bath, the log-log slope of $x$ is $0.2\times(1-0.167)=0.167$, which is below $n$ by the fraction $x$. The correct quantity to plot is $\ln[x/(1-x)]$ or $\ln[w/(1-w)]$; its slope against pH is $-n\ln10$.

The mass fraction obeys the same differential law with $w$ in place of $x$, because its logit differs by a constant. At pH 5,

$$\frac{dw}{d\mathrm{pH}}=-2.303\times0.2\times0.095\times0.905=-0.040,$$

or about $-4.0$ wt.% per pH unit. A straight line with this slope would predict 13.5 wt.% at pH 4, below the 14.3 wt.% of the full curve. For constant $n$ the second derivative is

$$\frac{d^2w}{d\mathrm{pH}^2}=(n\ln10)^2w(1-w)(1-2w),$$

which is positive for $w<1/2$. The curve therefore lies above its tangent throughout this window.

**Q:** What are the limits of the logistic curve, and may I trust them?

**A:** For $\rho\ll1$, $x\approx\rho$ and the composition is a power law in $h$. For $\rho\gg1$, $x\approx1-1/\rho$ and it saturates. Half the atoms would be phosphorus at

$$\mathrm{pH}_{1/2}=\mathrm{pH}_0+\frac{\log_{10}\rho_0}{n}=5+\frac{\log_{10}0.20}{0.2}\approx1.5.$$

That is far outside the window for which constant orders were assumed, so it is a property of the formula and not a prediction for a bath. If $m_{\rm P}=m_{\rm Ni}$ and $\beta_{\rm P}=\beta_{\rm Ni}$, the model gives no pH dependence of composition, even though both deposition rates may still change.

**Q:** Real orders need not be constant. Does the derivation collapse if they vary?

**A:** The logistic form with constant slope is in general lost, but the local formula survives. Its derivation used only the logarithmic derivatives of the currents at the pH in question. Replace each $m_j$ by $(\partial\ln i_j/\partial\ell)_u$ and $q$ by $-(\partial\ln i_a/\partial\ell)_u$; for the protonation law above, the phosphorus order is $K/(h+K)$. If the potential coefficients vary as well, use their local values $\beta_j=-(\partial\ln i_j/\partial u)_\ell$ and $\beta_a=(\partial\ln i_a/\partial u)_\ell$.

A changing free-nickel activity $a_{\rm Ni}$ can be handled in the same way. If $i_{\rm Ni}\propto a_{\rm Ni}^{g}$ and a complexing agent makes $a_{\rm Ni}$ depend on pH, replace $m_{\rm Ni}$ everywhere, including in $u'$, by

$$m_{\rm Ni}+g\,\frac{d\ln a_{\rm Ni}}{d\ell}.$$

If acid releases nickel from its complex and $g>0$, this raises the effective nickel order. Where $m_{\rm P}>m_{\rm Ni}$ without this effect, a small rise weakens the direct pH effect on composition, and a rise larger than $m_{\rm P}-m_{\rm Ni}$ reverses it.

A surface pH that differs from the bulk value also matters. If the other surface concentrations stay fixed, the chain rule gives the order in bulk acidity as $n\,d\ln h_{\rm surface}/d\ln h_{\rm bulk}$. If transport changes those concentrations as well, their effects on the rates must be included.

**Q:** Has the general formula been checked by anything other than its own algebra?

**A:** Yes. The charging equation was integrated in time together with the moles delivered by each channel, and the composition of the simulated deposit was computed from those moles. For equal potential coefficients it agreed with the logistic formula at five pH values from 4 to 6. Finite differences of such deposits agreed with the predicted local orders at pH 5 and 5.5, for equal and unequal coefficients and for the saturating protonation law. These tests confirm the consequences of the rate laws; they cannot show that a particular bath obeys them. The numerical output follows this text.

**Q:** Then how could an experiment separate the direct pH effect from the potential effect?

**A:** Make two series of deposits. In the first, hold $E$ fixed with an external circuit while the pH is varied. The current balance then contains an external current, but the ratio still follows from the two channel laws, and with $u$ constant

$$\left(\frac{\partial\ln\rho}{\partial\ell}\right)_E=m_{\rm P}-m_{\rm Ni}.$$

In the second series, leave the circuit open and record both the composition and the mixed potential. This gives $n$ and $u'$. Rearranging the local result,

$$\beta_{\rm P}-\beta_{\rm Ni}=\frac{(m_{\rm P}-m_{\rm Ni})-n}{u'}.$$

For the bath with $\beta_{\rm P}=0.7$ the right side is $(0.2-0.083)/0.584=0.20$, the difference put in. A further series at fixed pH and varied $E$ should give the same difference as minus the slope of $\ln\rho$ against $u$. Agreement of the two values does not confirm the model. Whenever $\rho$ is a single-valued function of pH and $E$, the chain rule gives $n=(\partial\ln\rho/\partial\ell)_u+(\partial\ln\rho/\partial u)_\ell\,u'$, so for small steps they agree for any rate laws, for coupled channels, and for a surface pH that follows the currents. The slopes are then effective ones. If $i_{\rm P}$ carried an extra factor $(i_{\rm Ni}/i_{\rm Ni0})^{0.6}$, both routes would give $0.2+0.6\times0.5=0.50$ instead of 0.20. A disagreement means that the steps were too large, or that the composition depends on something besides pH and $E$, such as the history of the surface.

## Table of computed values

```
Temperature: 363.15 K; RT/F: 31.294 mV
Double-layer capacitance: 20 uF/cm^2
Molar masses Ni, P: 58.693, 30.974 g/mol
Reference pH: 5.0
Reference currents Ni, P, H (mA/cm^2): [10.  1.  9.]
Reference anodic current: 20.0 mA/cm^2
Proton orders Ni, P, H (dimensionless): [0.1 0.3 0.5]
Equal-case betas Ni, P, H (dimensionless): [0.5 0.5 0.5]
Anodic q and beta: 0.3, 0.5
Ni rate at pH 5: 51.821 nmol/(cm^2 s)
P rate at pH 5: 10.364 nmol/(cm^2 s)
P/Ni atomic ratio at pH 5: 0.2000
P share of Ni+P current at pH 5: 9.09 %
Equal betas: pH, P at.%, P wt.%, E-E0 mV, Ni nmol/(cm^2 s)
  4.0  24.07  14.33  45.60  31.48
  4.5  20.11  11.73  22.04  40.88
  5.0  16.67  9.55  0.00  51.82
  5.5  13.71  7.74  -20.48  64.07
  6.0  11.21  6.24  -39.51  77.39
Equal betas, pH 5: du/dln(h) = 0.5900
Equal betas, pH 5: dE/dpH = -42.51 mV
Equal betas, apparent Ni order: -0.1950
Equal betas, apparent P order: 0.0050
Equal betas, ratio order n: 0.2000
Equal betas, order of atomic fraction: 0.1667
Equal betas, dx/dpH: -6.40 at.% per pH
Equal betas, dw/dpH: -3.98 wt.% per pH
Unequal case beta_P: 0.7
Unequal case du/dln(h) at pH 5: 0.5842
Unequal case ratio order n at pH 5: 0.0832
Unequal case P at pH 4: 11.13 wt.%
Unequal case P at pH 5: 9.55 wt.%
Unequal case P at pH 6: 7.88 wt.%
Reversed case beta_P: 1.0
Reversed case du/dln(h) at pH 5: 0.5756
Reversed case ratio order n at pH 5: -0.0878
Reversed case P at pH 4: 7.55 wt.%
Reversed case P at pH 6: 10.95 wt.%
Tripled H, equal betas, Ni: 37.60 nmol/(cm^2 s)
Tripled H, equal betas, P: 9.55 wt.%
Tripled H, beta_P=0.7, P: 8.50 wt.%
P order 2, pH 4: 89.34 wt.% P
P order 2, pH 6: 0.133 wt.% P
```
